\section*{The Geometric Gauge Factor of a [110] Silicon Bar}

\section{The problem}

A long, straight silicon bar is cut from a (001) wafer with its axis along $[110]$. Its width lies along $[1\bar10]$ and its thickness along $[001]$. It is pulled by a uniform axial stress $\sigma$, and its side faces are free. The cubic stiffnesses, in round values that are roughly those of silicon at 300 K, are
\begin{equation}
C_{11}=166,\qquad C_{12}=64,\qquad C_{44}=80\ \text{GPa}.
\end{equation}
The resistivity $\rho$ is isotropic and is held fixed, so that the resistance $R$ changes through the shape of the bar alone. The geometric gauge factor is defined at small axial strain $\varepsilon_L$ by
\begin{equation}
G=\frac{d\ln R}{d\varepsilon_L}.
\end{equation}

(a) Find $G$. (b) The bar is $1000\ \mu$m long, $20\ \mu$m wide and $5\ \mu$m thick, with $\rho=0.04\ \Omega\,$cm. Find its geometric resistance change at $\varepsilon_L=10^{-3}$. (c) What does $G$ become if the number of carriers and their mobility are held fixed instead of the resistivity? (d) How large is $G$ beside the piezoresistive part of the gauge factor?

\section{A tempting solution}

For length $L$, width $w$ and thickness $t$, the resistance is $R=\rho L/(wt)$. Taking the logarithm and differentiating at fixed $\rho$ gives
\begin{equation}
d\ln R=\varepsilon_L-\varepsilon_w-\varepsilon_t .
\label{geom}
\end{equation}
Silicon is cubic, and a cubic crystal has an isotropic resistivity. It seems natural to give it a single Poisson ratio as well. A stress along a cube axis produces the axial strain $S_{11}\sigma$ and the transverse strain $S_{12}\sigma$, where the $S_{ij}$ are the compliances. Hence
\begin{equation}
\nu=-\frac{S_{12}}{S_{11}}=\frac{C_{12}}{C_{11}+C_{12}}=\frac{64}{230}=0.278,
\qquad G=1+2\nu=1.56 .
\end{equation}

\section{Where it fails}

Equation (\ref{geom}) is sound. The fault is the Poisson ratio. Resistivity is a second-rank tensor, and cubic symmetry reduces such a tensor to one number. Elastic stiffness is a fourth-rank tensor, for which cubic symmetry leaves three independent numbers, and the response then depends on direction. The ratio $-S_{12}/S_{11}$ belongs to a bar pulled along $[100]$. It says nothing about $C_{44}$, yet a pull along $[110]$ shears the cube axes and so brings $C_{44}$ into play. The two transverse directions of the $[110]$ bar are also not equivalent by symmetry, so each needs its own ratio:
\begin{equation}
G=1+\nu_{001}+\nu_{1\bar10},\qquad
\nu_{001}=-\frac{\varepsilon_{001}}{\varepsilon_L},\quad
\nu_{1\bar10}=-\frac{\varepsilon_{1\bar10}}{\varepsilon_L}.
\label{Gsum}
\end{equation}

\section{The right solution}

\subsection{Stress and strain in the cube axes}

Let $x,y,z$ be the cube axes and $\mathbf n=(1,1,0)/\sqrt2$ the bar axis. Uniaxial stress has components $\sigma_{ij}=\sigma n_in_j$, so
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\frac{\sigma}{2},
\qquad \sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0 .
\end{equation}
I use tensor shear strains $\varepsilon_{xy}$. The compliance $S_{44}$ multiplies stress to give the engineering shear $2\varepsilon_{xy}$, which is the origin of a factor $1/2$ below. Hooke's law gives
\begin{align}
\varepsilon_{xx}=\varepsilon_{yy}&=S_{11}\frac{\sigma}{2}+S_{12}\frac{\sigma}{2}
=\frac{S_{11}+S_{12}}{2}\,\sigma,\\
\varepsilon_{zz}&=S_{12}\left(\frac{\sigma}{2}+\frac{\sigma}{2}\right)=S_{12}\sigma,\\
\varepsilon_{xy}&=\frac12 S_{44}\,\sigma_{xy}=\frac{S_{44}}{4}\,\sigma .
\end{align}

\subsection{Projection on the bar}

The elongation along a unit vector $\mathbf u$ is $\sum_{ij}u_i\varepsilon_{ij}u_j$. For $\mathbf n$ and for $\mathbf m=(1,-1,0)/\sqrt2$ this is
\begin{align}
\varepsilon_L&=\frac{\varepsilon_{xx}+\varepsilon_{yy}}{2}+\varepsilon_{xy}
=\left[\frac{S_{11}+S_{12}}{2}+\frac{S_{44}}{4}\right]\sigma\equiv\frac{\sigma}{E},
\label{axial}\\
\varepsilon_{1\bar10}&=\frac{\varepsilon_{xx}+\varepsilon_{yy}}{2}-\varepsilon_{xy}
=\left[\frac{S_{11}+S_{12}}{2}-\frac{S_{44}}{4}\right]\sigma,
\label{width}\\
\varepsilon_{001}&=S_{12}\sigma .
\end{align}
Here $E$ is Young's modulus along $[110]$. The shear between $\mathbf n$ and $\mathbf m$ is $(\varepsilon_{xx}-\varepsilon_{yy})/2=0$, and the shears with $z$ vanish because $\varepsilon_{xz}=\varepsilon_{yz}=0$. The rectangular bar therefore stays rectangular, as $R=\rho L/(wt)$ assumes. Dividing by $\varepsilon_L=\sigma/E$ and changing the sign gives
\begin{equation}
\nu_{001}=-ES_{12},\qquad
\nu_{1\bar10}=-E\left[\frac{S_{11}+S_{12}}{2}-\frac{S_{44}}{4}\right].
\label{nus}
\end{equation}

\subsection{Compliances from stiffnesses}

In the stiffness form, $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$, and cyclically. Subtracting the $yy$ equation from this one, and separately adding all three, gives
\begin{align}
\sigma_{xx}-\sigma_{yy}&=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy}),\\
\operatorname{tr}\sigma&=(C_{11}+2C_{12})\operatorname{tr}\varepsilon .
\label{trace}
\end{align}
The same combinations of the compliance form have the factors $S_{11}-S_{12}$ and $S_{11}+2S_{12}$, with stress and strain interchanged. Hence
\begin{equation}
S_{11}-S_{12}=\frac{1}{C_{11}-C_{12}},\qquad
S_{11}+2S_{12}=\frac{1}{C_{11}+2C_{12}},\qquad
S_{44}=\frac1{C_{44}} .
\end{equation}
The right-hand sides are $1/102$, $1/294$ and $1/80$ GPa$^{-1}$. One third of the second minus the first is $S_{12}$, and adding the first to $S_{12}$ gives $S_{11}$:
\begin{equation}
S_{11}=7.670,\qquad S_{12}=-2.134,\qquad S_{44}=12.500\ \text{TPa}^{-1}.
\end{equation}

\subsection{Numbers for part (a)}

The two pieces of equations (\ref{axial}) and (\ref{width}) are $(S_{11}+S_{12})/2=2.768$ and $S_{44}/4=3.125$ TPa$^{-1}$. Their sum is $5.893$ TPa$^{-1}$, so $E=169.7$ GPa. Their difference is $-0.357$ TPa$^{-1}$. Then
\begin{equation}
\nu_{001}=\frac{2.134}{5.893}=0.362,\qquad
\nu_{1\bar10}=\frac{0.357}{5.893}=0.061,
\end{equation}
\begin{equation}
G=1+0.362+0.061=1.42 .
\end{equation}

The inequality of the two ratios has a simple reading. The stress is an equal biaxial pull $\sigma/2$ along $x$ and $y$ plus a shear $\sigma_{xy}=\sigma/2$. The biaxial part alone would widen the bar along $[1\bar10]$ by $2.768$ TPa$^{-1}$ per unit stress. The shear part narrows it by $3.125$ TPa$^{-1}$, and the two nearly cancel. Along $[001]$ the shear has no effect, and the biaxial pull gives a full contraction.

From equation (\ref{nus}),
\begin{equation}
\nu_{001}-\nu_{1\bar10}=E\left[\frac{S_{11}-S_{12}}{2}-\frac{S_{44}}{4}\right],
\end{equation}
which vanishes when $S_{44}=2(S_{11}-S_{12})$, that is, when $C_{44}=(C_{11}-C_{12})/2$. This is the condition of elastic isotropy. With $C_{11}$ and $C_{12}$ held at their values it requires $C_{44}=51$ GPa instead of 80. Both ratios are then $0.278$ and $G=1.56$. The tempting solution is thus right for that isotropic solid, and for a silicon bar along $[100]$, but not for the bar in question.

\section{A second route through the volume}

Since $wt=V/L$, where $V$ is the volume of the bar, $R=\rho L^2/V$. At fixed $\rho$,
\begin{equation}
d\ln R=2\varepsilon_L-\operatorname{tr}\varepsilon .
\end{equation}
For uniaxial stress $\operatorname{tr}\sigma=\sigma$, and equation (\ref{trace}) gives $\operatorname{tr}\varepsilon=\sigma/(C_{11}+2C_{12})$. Under a pressure $p$, $\operatorname{tr}\sigma=-3p$, and the bulk modulus $B$ is defined by $\operatorname{tr}\varepsilon=-p/B$. Comparison gives $3B=C_{11}+2C_{12}$. With $\varepsilon_L=\sigma/E$,
\begin{equation}
G=2-\frac{\operatorname{tr}\varepsilon}{\varepsilon_L}=2-\frac{E}{3B}
=2-\frac{169.7}{294}=1.42 .
\label{vol}
\end{equation}
This agrees with the sum of the Poisson ratios. It also shows that $G$ does not depend on how the cross-section is turned about the axis, although the individual ratios do. As reference cases, a solid that keeps its volume has $\operatorname{tr}\varepsilon=0$ and $G=2$, while one whose sides do not contract has $\operatorname{tr}\varepsilon=\varepsilon_L$ and $G=1$. The second is not a lower bound: a crystal whose cross-section grows under tension has $G<1$.

Equation (\ref{vol}) holds for a long bar along any axis $\mathbf n$ of a cubic crystal, with $E$ taken along that axis. To find $E$, put $\sigma_{ij}=\sigma n_in_j$ into Hooke's law and project on $\mathbf n$. With $Q=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$,
\begin{align}
\frac1E&=S_{11}(n_x^4+n_y^4+n_z^4)+(2S_{12}+S_{44})Q \nonumber\\
&=S_{11}-(2S_{11}-2S_{12}-S_{44})\,Q ,
\end{align}
because $1=(n_x^2+n_y^2+n_z^2)^2=n_x^4+n_y^4+n_z^4+2Q$. The bracket is positive for the present stiffnesses, so $E$ rises with $Q$ and $G$ falls. The smallest $Q$ is $0$, along $[100]$. The largest is $1/3$, along $[111]$, where the three squares are equal. The $[110]$ axis has $Q=1/4$. The results are
\begin{center}
\begin{tabular}{lcc}
axis & $E$ (GPa) & $G$\\
$[100]$ & 130.4 & 1.56\\
$[110]$ & 169.7 & 1.42\\
$[111]$ & 188.7 & 1.36
\end{tabular}
\end{center}

A separate numerical calculation rotates the full stiffness tensor to the $[110]$ bar, solves for the strains that leave the sides free of stress, and differentiates the resistance of the deformed bar. It gives $1.4228$, the same as equation (\ref{Gsum}) to the digits printed in the numerical output.

\section{The resistance change, part (b)}

With lengths in centimetres, the unstrained resistance is
\begin{equation}
R_0=\frac{0.04\times0.1}{(20\times10^{-4})(5\times10^{-4})}\ \Omega=4000\ \Omega .
\end{equation}
The strain $10^{-3}$ requires a stress $E\varepsilon_L=170$ MPa. The geometric change is
\begin{equation}
\Delta R=G\varepsilon_LR_0=1.423\times10^{-3}\times4000\ \Omega=5.69\ \Omega,
\end{equation}
or $0.142$ percent of $R_0$.

\section{Fixed carriers instead of fixed resistivity, part (c)}

Let the bar hold $N$ carriers of charge magnitude $q$ and isotropic mobility $\mu$. Then $\rho=V/(qN\mu)$. If $N$ and $\mu$ do not change, the resistivity grows with the volume, and
\begin{equation}
R=\frac{\rho L^2}{V}=\frac{L^2}{qN\mu},\qquad \frac{d\ln R}{d\varepsilon_L}=2 .
\end{equation}
The elastic constants have dropped out. The difference from equation (\ref{vol}) is $E/(3B)=0.58$, the dilution of a fixed number of carriers in a larger volume. The words ``purely geometric'' therefore need their condition: the value $1.42$ belongs to fixed resistivity. When the total response is split into a shape part and a resistivity part, dilution belongs to the latter and must not be added a second time.

\section{Beside a real silicon gauge, part (d)}

In silicon the resistivity does change with stress. Let $\pi_L=\rho^{-1}d\rho/d\sigma$ for current and stress along the bar. Since $\sigma=E\varepsilon_L$,
\begin{equation}
\frac{d\ln R}{d\varepsilon_L}=G+\pi_LE .
\end{equation}
The resistivity of the example is a rough value for p-type silicon with $10^{18}$ acceptors per cm$^3$. A rough coefficient for such a bar is $\pi_L=60\times10^{-11}$ Pa$^{-1}$, which gives $\pi_LE=102$ and a total near $103$. For n-type silicon along the same axis, a rough $-25\times10^{-11}$ Pa$^{-1}$ gives $-42$ and a total near $-41$. The geometric part is $1.4$ percent of the piezoresistive part in the first case and $3.4$ percent of its magnitude in the second. Fixed resistivity is thus the assumption that a real gauge breaks, and it moves the gauge factor by far more than $G$ itself. Temperature matters too: a rough resistance drift of $0.1$ percent per kelvin means that a change of 1 K equals the geometric signal of a strain of about $7\times10^{-4}$.

The other omissions alter $G$ much less. Changing each stiffness by 3 percent, in all eight combinations of sign, gives values from $1.40$ to $1.44$, so stiffnesses known only to 3 percent leave even the second decimal uncertain. Warming by 100 K, with rough stiffness drifts of $-70$, $-90$ and $-60$ ppm/K for $C_{11}$, $C_{12}$ and $C_{44}$, shifts $G$ by $-0.0009$. An axis turned by $2^\circ$ in the wafer plane shifts it by $+0.00085$. At a strain of $10^{-3}$ the second-order terms of the geometry add $0.0006$ to the ratio $\Delta R/(R_0\varepsilon_L)$, while they change the local slope $d\ln R/d\varepsilon_L$ by $\varepsilon_L(\nu_{001}^2+\nu_{1\bar10}^2-1)=-0.0009$. Nonlinear elasticity adds at most $0.006$ in magnitude if $E/(3B)$ changes by no more than ten times the strain, relative to its own value, which is an assumed allowance.

The effect of clamped ends can be bounded generously by blocking all lateral strain over one width at each end, a fraction $f=0.04$ of the length. A strain $\varepsilon$ along $\mathbf n$ with blocked sides has $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{xy}=\varepsilon/2$, and the axial stress is $M\varepsilon$ with $M=(C_{11}+C_{12})/2+C_{44}=195$ GPa. At equal axial stress the clamped parts stretch by $r=E/M=0.87$ of the free strain, and their local gauge factor is $1$. Dividing the total resistance change by the total elongation gives
\begin{equation}
G_{\text{clamped}}=\frac{(1-f)G+fr}{1-f+fr}=1.41,
\end{equation}
a shift of $-0.015$. This overstates the effect of rigidly held end faces. Most of the contraction is along the $5\ \mu$m thickness and recovers within a few micrometres of the end, and a three-dimensional elastic solution for that case gives a shift of only about $-0.0007$.

Surface depletion can act the other way. If a layer of fixed width $W$ carries no current at each of the two large faces, the conducting thickness is $t-2W$, and its relative contraction is $\nu_{001}\varepsilon_Lt/(t-2W)$. The extra term in $G$ is $2W\nu_{001}/(t-2W)$. In a fully depleted layer the charge density has magnitude $qN_A$, where $N_A=10^{18}$ cm$^{-3}$ is the acceptor density. Integrating Poisson's equation twice across the layer gives the band bending $\phi=qN_AW^2/(2\kappa\epsilon_0)$, in volts, so $W=\sqrt{2\kappa\epsilon_0\phi/(qN_A)}$, with relative permittivity $\kappa=11.7$. A rough $\phi=0.5$ V gives $W=25$ nm and a shift of $+0.004$. This number belongs to fixed $W$ only. If $\phi$ is fixed and the acceptors dilute with the volume, the shift is $+0.007$. If the surface charge is fixed, the layer deforms with the bar and the shift vanishes. A band bending that changes with strain can give either sign.

The free side faces are a separate condition. In a thin gauge bonded to a thick substrate, the substrate imposes the strain along the width. Equation (\ref{geom}) still holds there at fixed resistivity, but its transverse strains now depend on the substrate, and in general they differ from those given by the Poisson ratios of equation (\ref{nus}).

\section*{Values computed for the example and the checks}
\begin{verbatim}
C11, C12, C44 (rough inputs): 166, 64, 80 GPa
S11: 7.670 1/TPa
S12: -2.134 1/TPa
S44: 12.500 1/TPa
strain/stress along [110]: 5.893 1/TPa
strain/stress along [1-10]: -0.357 1/TPa
strain/stress along [001]: -2.134 1/TPa
(S11+S12)/2: 2.768 1/TPa
S44/4: 3.125 1/TPa
Young's modulus [110]: 169.7 GPa
bulk modulus B: 98.0 GPa;  3B: 294 GPa
Poisson ratio, contraction along [001]: 0.3622
Poisson ratio, contraction along [1-10]: 0.0606
G [110] from Poisson ratios: 1.4228
G [110] from deformed bar: 1.4228
E/(3B), the dilution part: 0.5772
G at conserved carrier number: 2.0000
[100]: E = 130.4 GPa, G = 1.5565
[111]: E = 188.7 GPa, G = 1.3583
isotropic control: C44 = 51 GPa, nu = 0.2783, G = 1.5565
bar length, width, thickness: 1000, 20, 5 um
acceptors: 1e+18 cm^-3; resistivity (rough): 0.04 ohm cm
axial strain: 1e-03; axial stress: 169.7 MPa
unstrained resistance: 4000 ohm
geometric resistance change: 5.69 ohm = 0.1423 percent
pi_L [110] (rough): p 60, n -25 in 1e-11/Pa
piezoresistive part pi_L*E: p 102, n -42
total gauge factor: p 103, n -41
G relative to |pi_L*E|: p 1.4, n 3.4 percent
resistance drift (rough): 0.1 percent/K
strain with equal geometric signal to 1 K drift: 7.0e-04
stiffness drifts C11, C12, C44 (rough): -70, -90, -60 ppm/K
shift of G for 100 K warming: -0.0009
range of G for 3 percent stiffness errors: 1.404 to 1.441
shift of G, finite strain geometry: +0.00058
shift of G, nonlinear elasticity (allowance 10): up to 0.0058
shift of G, axis 2 degrees off in (001): +0.00085
clamped fraction of length: 0.04; shift of G: -0.0148
band bending (rough): 0.5 V; relative permittivity: 11.7
depletion width per face: 25.4 nm; shift of G: +0.0037
\end{verbatim}
